# Crystal optimization at fixed electric displacement through stable and unstable ferroelectric branches

## Result

Consider an insulating crystal film whose in-plane cell area \(A\) is clamped and whose cell height \(c\) is free. Let \(x\) collect all its internal variables: ionic displacement, cell height and occupied electronic states. Write \(d=AD/e\) for the displacement flux through one cell and \(p=AP/e\) for its Berry-phase polarization. Minimize

\[
U(x;d)=E(x)+\tfrac12\kappa\,(d-p)^2,\qquad \kappa=\frac{ec}{\varepsilon_0A}, \tag{1}
\]

and recompute the cell voltage \(V=\kappa(d-p)\) whenever \(p\) changes. Then:

- each minimum is a stationary state of the same crystal at fixed voltage \(V\);
- along the path of minima, \(dU/dd=V\);
- where \(dV/dd>0\) the state is also stable at fixed voltage, and where \(dV/dd<0\) it is a saddle with one unstable direction.

The last statement requires a positive definite Hessian of \(U\) at fixed \(d\). Stability here refers to one repeated cell at zero temperature; domains are outside the variables. Energies are in eV, lengths in nm, \(d\) and \(p\) in units of \(e\), and \(V=c\mathcal E\) in volts, with \(\mathcal E\) the internal field.

## Field energy and voltage

The field obeys \(\varepsilon_0\mathcal E=D-P\). Its energy in a cell of volume \(Ac\) is

\[
\frac{Ac\,\varepsilon_0\mathcal E^2}{2}=\frac{Ac}{2\varepsilon_0}(D-P)^2=\frac{e^2c}{2\varepsilon_0A}(d-p)^2 .
\]

Division by \(e\) expresses it in eV and gives the last term of (1). Likewise \(V=c(D-P)/\varepsilon_0=\kappa(d-p)\). Physically, \(ed\) is the free charge on an ideal plate per cell area, so fixed \(d\) describes an isolated capacitor and fixed \(V\) one held by a battery. Because \(A\) is clamped, fixed flux and fixed \(D\) are the same condition.

## A crystal with a discrete Berry phase

The model cell has a cation at height \(u\) and an anion at \(c/2\). Two degenerate \(\pi\) channels with two spins hold \(g=4\) electrons. The on-site energies are \(\pm\Delta\), and the hopping depends on bond length:

\[
h_k=t_0\left(e^{\beta u}+e^{-\beta u-ik}\right).
\]

The mean hopping is taken as independent of \(c\). On a mesh of \(N\) points with spacing \(b=2\pi/N\), the occupied state is \((a_k,1)/\sqrt{1+|a_k|^2}\) in the order cation, anion. Its energy is

\[
\epsilon_k=\frac{\Delta(|a_k|^2-1)+2\,\mathrm{Re}(a_k^*h_k)}{1+|a_k|^2},
\]

and the total energy is

\[
E=\frac gN\sum_k\epsilon_k+\frac{K_2u^2}{2}+\frac{K_4u^4}{4}+\frac{K_c(c-c_0)^2}{2}-\gamma(c-c_0)u^2 .
\]

For the polarization, the overlap of neighbouring cell-periodic states carries a phase \(e^{-ib\tau}\) for an orbital at fractional height \(\tau\). Up to a positive normalization,

\[
S_k=a_k^*a_{k+b}e^{-ibu/c}+e^{-ib/2}=e^{-ib/2}(1+z_k),
\]
\[
z_k=a_k^*a_{k+b}\,w,\qquad w=e^{ib(1/2-u/c)} .
\]

The electronic centre is \(\bar x=-(2\pi)^{-1}\sum_k\arg S_k\). The sign follows from the atomic limit: one orbital at \(\tau\) gives \(\arg S_k=-b\tau\), hence \(\bar x=\tau\). Since \(Nb/2=\pi\),

\[
\bar x=\tfrac12-\frac{1}{2\pi}\sum_k\arg(1+z_k).
\]

The cation core has charge \(Z=2\). The other, rigid ionic charges are \(-Z\) in the plane at height 0 and \(+g\) in total in the anion plane, so each plane is neutral when all electrons sit on the anion. Adding ionic and electronic dipoles and dividing by \(c\),

\[
p=\frac{Zu}{c}+\frac g2-g\bar x=\frac{Zu}{c}+\frac{g}{2\pi}\sum_k\arg(1+z_k). \tag{2}
\]

If every \(|a_k|<1\), then \(|z_k|<1\) and \(1+z_k\) has positive real part. No argument can jump, and (2) stays on the branch with \(p=0\) at \(u=0\), \(V=0\). This matters numerically: a slip by the electronic quantum \(g\) would add \(4\times47.6\approx190\) V to the cell voltage.

## Gradient with the live field

Differentiating (1), with \(\kappa\) proportional to \(c\), gives

\[
\frac{\partial U}{\partial x}=\frac{\partial E}{\partial x}-V\frac{\partial p}{\partial x}+\frac{V^2}{2\kappa c}\,\hat e_c, \tag{3}
\]

where \(\hat e_c\) selects the \(c\) component. The last term is the Maxwell stress, which pulls the two faces together: a positive derivative favours smaller \(c\).

For the electrons, define \(\nabla_a=\partial/\partial\,\mathrm{Re}\,a+i\,\partial/\partial\,\mathrm{Im}\,a=2\partial/\partial a^*\). The quotient rule gives

\[
\nabla_{a_k}E=\frac{2g}{N}\,\frac{\Delta a_k+h_k-\epsilon_ka_k}{1+|a_k|^2}.
\]

For \(p\), put \(L=\sum_k\ln(1+z_k)\), so that the phase sum is \((L-L^*)/2i\). The variable \(a_k^*\) occurs in \(z_k\), and \(a_k\) in \(z_{k-b}\). Therefore

\[
\nabla_{a_k}p=-\frac{ig}{2\pi}\left[\frac{a_{k+b}w}{1+z_k}-\frac{a_{k-b}w^*}{1+z_{k-b}^*}\right].
\]

The field thus couples each state to its two neighbours on the mesh. For the ions, \(\partial z_k/\partial(u/c)=-ibz_k\) and \(gb/2\pi=g/N\), so

\[
\frac{\partial p}{\partial u}=\frac1c\left[Z-\frac gN\sum_k\mathrm{Re}\frac{z_k}{1+z_k}\right],\qquad
\frac{\partial p}{\partial c}=-\frac uc\,\frac{\partial p}{\partial u}.
\]

These are derivatives at fixed \(a_k\). The remaining energy derivatives are

\[
\frac{\partial E}{\partial u}=\frac{2g}{N}\sum_k\frac{\mathrm{Re}(a_k^*\,\partial_uh_k)}{1+|a_k|^2}+K_2u+K_4u^3-2\gamma(c-c_0)u,
\]
\[
\frac{\partial E}{\partial c}=K_c(c-c_0)-\gamma u^2,
\]

with \(\partial_uh_k=\beta t_0(e^{\beta u}-e^{-\beta u-ik})\).

## Updating the field

A simple scheme freezes \(V\), relaxes the electrons, measures \(p(V)\) and sets

\[
V_{\rm new}=V+m\left[\kappa\bigl(d-p(V)\bigr)-V\right].
\]

To find its error factor, hold the ions fixed and differentiate the self-consistency condition \(V=\kappa(d-p(V))\):

\[
\frac{dV}{dd}=\frac{\kappa}{1+\kappa p'(V)}\equiv\frac{\kappa}{\varepsilon_\infty},\qquad \varepsilon_\infty=1+\kappa p'(V).
\]

A small voltage error \(\delta\) changes the bracket by \(-(\kappa p'+1)\delta=-\varepsilon_\infty\delta\), so

\[
\delta_{\rm new}=(1-m\varepsilon_\infty)\,\delta. \tag{4}
\]

The scheme converges locally for \(0<m<2/\varepsilon_\infty\). The direct replacement \(m=1\) diverges if \(\varepsilon_\infty>2\), because the electrons overscreen the frozen field at each cycle.

A joint minimization avoids this loop. It treats \(u\), \(c\) and all \(a_k\) together and evaluates \(V\) afresh in every gradient:

1. Start from the zero-field state at \(u=0\), \(d=0\).
2. Change \(d\) by \(0.01\) and keep the previous \(x\) as the first guess.
3. Form the gradient (3) and, by central differences of it, the Hessian \(H\).
4. With eigenpairs \((\lambda_i,q_i)\) of \(H\) in scaled variables, move by \(-\sum_iq_i(q_i\cdot\nabla U)/|\lambda_i|\). Limit the step, and halve it if \(U\) rises beyond rounding.
5. Repeat steps 3 and 4 until the gradient vanishes to tolerance, record \(V\), and return to step 2.

The move is downhill to first order because \(\nabla U\cdot\delta x=-\sum_i(q_i\cdot\nabla U)^2/|\lambda_i|\). Near a minimum all \(\lambda_i>0\) and it is Newton's step. After a change \(\delta d\), the gradient at the old minimum is \(U_{xd}\,\delta d\) to first order, so a full first step is \(-U_{xx}^{-1}U_{xd}\,\delta d\), the tangent of the path. Electronic and ionic screening therefore enter together from the first step.

## Why the middle branch is a minimum at fixed displacement

Let \(x(d)\) be the minimizing path. Since \(U_x=0\) on it,

\[
\frac{dU}{dd}=U_x\cdot\frac{dx}{dd}+U_d=\kappa(d-p)=V. \tag{5}
\]

For fixed voltage, take \(G=U(x;d)-Vd\) with \(V\) now constant. Stationarity in \(d\) gives \(d=p+V/\kappa\). Inserting this,

\[
F(x;V)=E+\frac{V^2}{2\kappa}-V\left(p+\frac V\kappa\right)=E-Vp-\frac{V^2}{2\kappa}. \tag{6}
\]

The \(c\) derivative of the last term is \(+V^2/(2\kappa c)\), so \(F_x\) equals (3) when the voltages agree. The two problems have the same stationary states.

Their stability differs. The Hessian of \(G\) in \((x,d)\) is

\[
M=\begin{pmatrix}U_{xx}&U_{xd}\\U_{dx}&\kappa\end{pmatrix}.
\]

Eliminating \(d\) means following \(G_d=0\), on which \(\partial d/\partial x=-U_{dx}/\kappa\). Hence

\[
F_{xx}=U_{xx}-\frac{U_{xd}U_{dx}}{\kappa}.
\]

Fixed displacement adds a positive rank-one stiffness to the fixed-voltage Hessian: the cost of depolarization. Eliminating \(x\) instead uses \(U_{xx}\,dx/dd+U_{xd}=0\), and the derivative of (5) becomes

\[
\frac{dV}{dd}=\kappa+U_{dx}\frac{dx}{dd}=\kappa-U_{dx}U_{xx}^{-1}U_{xd}.
\]

Each elimination completes a square in the quadratic form of \(M\). This preserves the number of negative directions, and the determinant factorizes:

\[
\kappa\det F_{xx}=\det M=\frac{dV}{dd}\det U_{xx}. \tag{7}
\]

Counting negative directions both ways, with \(\kappa>0\), gives \(n_-(F_{xx})=n_-(U_{xx})+n_-(dV/dd)\). If \(U_{xx}\) is positive definite, \(F_{xx}\) has one negative direction for \(dV/dd<0\) and none for \(dV/dd>0\). At the turning point between them, \(F_{xx}\) is singular.

### A quartic limit, and how the method can fail

Suppose that, at constant \(\kappa\), all variables except \(p\) can be eliminated to leave \(E=-\alpha p^2/2+\eta p^4/4\) with \(\alpha,\eta>0\). Stationarity of \(F\) gives \(V=-\alpha p+\eta p^3\). The zero-voltage polarization is \(p_s=\sqrt{\alpha/\eta}\), and the well depth is \(W=\alpha p_s^2/4\). Setting \(dV/dp=0\) gives \(p_t=p_s/\sqrt3\) and

\[
V_t=-\frac{2\alpha p_s}{3\sqrt3}=-\frac{8W}{3\sqrt3\,p_s}. \tag{8}
\]

At fixed \(d\) the curvature is \(U_{pp}=\kappa-\alpha+3\eta p^2\). It is positive for every \(p\) if \(\alpha<\kappa\). If \(\alpha>\kappa\), it is negative near \(p=0\): depolarization no longer stabilizes the nonpolar state, and minimization at fixed \(D\) also jumps. A saddle search or continuation in another coordinate is then required.

## Error analysis

**Convergence errors.** At a minimum, a state error \(\delta x\) changes \(U\) by \(\tfrac12\delta x^TU_{xx}\delta x\), but changes \(V\) by \(V_x\cdot\delta x\). Energy errors are second order and voltage errors generally first order. A converged energy alone does not certify the field.

**Mesh error.** Centre a link at \(k\) and let \(S(b)\) be its overlap. Exchanging its ends gives \(S(-b)=S(b)^*\), so \(\arg S\) is odd in \(b\): a term in \(b\), then one in \(b^3\). Summed over \(2\pi/b\) links, the first gives the continuum phase, with a quadrature error that falls faster than any power of \(b\) for smooth periodic states. The second leaves an error of order \(b^2\), that is, \(N^{-2}\).

An open chain checks both value and sign. At \(u=0.01\) nm, \(c=0.4\) nm and \(V=0.04\) V, the dipole difference between chains of 30 and 20 cells, divided by ten cell heights, removes the end contributions and gives \(p=0.15983\). Formula (2) gives 0.15969 with 24 points and 0.15979 with 48. The error falls from about \(1.4\times10^{-4}\) to \(0.4\times10^{-4}\), compatible with the predicted factor of four within the printed digits.

**Mesh limit on the field.** An \(N\)-point mesh represents a ring of \(N\) cells. Once the potential drop \(N|V|\) reaches the gap, moving an electron across the ring can lower the energy. Keeping \(N|V|\) below the gap is therefore a cautious rule. A local insulating minimum can survive beyond it, but need not be the lowest state of the ring. Refining the mesh reduces the \(N^{-2}\) error but lowers the field allowed by this rule.

## Worked example

The parameters are \(\Delta=1.5\) eV, \(t_0=1.2\) eV, \(\beta=16\) nm\(^{-1}\), \(K_2=2540\) eV/nm\(^2\), \(K_4=1.5\times10^6\) eV/nm\(^4\), \(K_c=500\) eV/nm\(^2\) and \(\gamma=8000\) eV/nm\(^3\). The in-plane edge is 0.39 nm, \(c_0=0.4\) nm and \(N=20\). At \(c_0\), \(\kappa=47.587\) V per unit of \(d\). One electron charge per cell area is 105.34 uC/cm2.

**The wells.** The voltage returns to zero at \(d_s=0.21456\), so the spontaneous polarization is \(0.21456\times105.34=22.60\) uC/cm2. There \(u=0.01398\) nm. With \(V=0\), the \(c\) equation gives \(c-c_0=\gamma u^2/K_c=8000(0.01398)^2/500=0.0031\) nm, in agreement with the computed height 0.40313 nm. The well lies 12.287 meV per cell below the nonpolar state. Direct diagonalization at zero field, which uses no polarization, gives the same depth and displacement to the printed digits. The integral \(-\int_0^{d_s}V\,dd\) gives the same depth too, which tests (5) along both kinds of branch.

**The barrier region.** From \(D=0\) the field first opposes \(D\). At 6.32 uC/cm2 it is \(-1.556\) MV/cm, and the state has one unstable direction at fixed voltage. The voltage minimum is \(-88.07\) mV at 12.45 uC/cm2, with a field of \(-2.196\) MV/cm; beyond it the count is zero. The fixed-\(d\) Hessian was positive at every path point, and the count agreed with the sign of \(dV/dd\) at all interior points where \(|dV/dd|>0.2\) V per unit of \(d\). Relation (7) was tested at \(d=0.08\) and \(d=d_s\), one state on each kind of branch, and held within a relative tolerance of \(2\times10^{-3}\).

The quartic formula (8), given the computed depth and \(p_s=d_s\), predicts

\[
V_t=-\frac{8(0.012287)}{3\sqrt3\,(0.21456)}\approx-0.0882\ \mathrm{V},
\]

close to the full result. It places the turning polarization at \(0.577p_s\). The full calculation gives \(p_t=d_t-V_t/\kappa\), or about \(12.45+0.19=12.64\) uC/cm2, which is \(0.56p_s\). The full landscape is thus not a pure quartic, although its turning voltage nearly matches one.

**Searches at fixed voltage.** Starting from the positive spontaneous state, a search at 0.97 of the turning voltage stays at \(u=0.00933\) nm. At 1.03 it falls to \(u=-0.01605\) nm. At \(-35.23\) mV three states coexist:

| \(D\) (uC/cm2) | \(F\) (meV) | Unstable directions |
|---:|---:|---:|
| \(-24.40\) | \(-20.155\) | 0 |
| \(3.32\) | \(0.547\) | 1 |
| \(20.37\) | \(-5.085\) | 0 |

Here \(F\) is measured from the zero-field nonpolar energy. The uniform barrier out of the metastable positive state is \(0.547-(-5.085)=5.632\) meV per cell. Starts taken from the path at \(d\) shifted by \(\pm0.02\) from the saddle relax at this voltage into the two outer states.

**The field update.** With ions frozen in the spontaneous state, the 20-point mesh gives \(\varepsilon_\infty=5.366\). Formula (4) predicts an error factor of \(1-5.366=-4.366\) for \(m=1\), and a cycle started 2 mV from self-consistency gives \(-4.366\). With \(m=1/5.366=0.186\), an initial error of 20 mV needs two updates to bring the residual below 1 microvolt.

**Numerical accuracy.** With the ions held at the spontaneous geometry, 160 points change the zero-field polarization from 22.60 to 22.62 uC/cm2, about 0.1%. The turning field is \(-2.198\) MV/cm with 14 points and \(-2.196\) with 20. The largest \(N|V|\) on the path is 1.76 eV, below the 3.00 eV gap of the nonpolar state. These small differences measure the mesh error, not the accuracy of the model.

## Relation to a real film

The parameters lie in the rough regime of a clamped barium titanate film: a cell height near 0.4 nm, a gap near 3 eV and a polarization of some tens of uC/cm2. They are not a first-principles calculation of that material. The turning field of 2.2 MV/cm is far above typical switching fields, which are roughly 0.1 MV/cm in many films, though strongly dependent on thickness and quality. An important reason is that real films need not switch uniformly: reversed domains can nucleate and grow. The model's turning field is thus roughly twenty times such a switching field. It is also 2.2 times a rough breakdown field of 1 MV/cm, so a real film may fail before reaching it.

Domains also threaten the middle branch at fixed average \(D\). Near \(D=0\), a pattern of opposite wells gains up to \(W/(Ac)\) per volume. For domains 5 nm wide, with one wall per domain, it wins if the wall energy is below \(5W/(Ac)\), which is 160 mJ/m2. Stray fields near the surfaces reduce this threshold. For walls between opposite polarizations in barium titanate the energy is roughly 10 mJ/m2, so the uniform state is unlikely to be the equilibrium state of a film thick enough to hold such domains.

Temperature may matter as well. At 300 K, \(k_BT=25.85\) meV, and the well depth per cell is 0.475 of this. Since cells move collectively, this ratio alone gives neither a transition temperature nor the size of the thermal corrections. Both depend on the coupling between cells, which the model omits, so the zero-temperature landscape should not be read as a room-temperature free energy.

Interband tunnelling is weak in this model. For symmetric bonds, a state at energy \(\mathcal W\) inside the gap decays as \(e^{-qn}\) over \(n\) cells. Putting \(k=\pi+iq\) into the band relation \(\mathcal W^2=\Delta^2+4t_0^2\cos^2(k/2)\) gives

\[
\mathcal W^2=\Delta^2-4t_0^2\sinh^2(q/2).
\]

In the field, \(d\mathcal W=|V|\,dn\) in magnitude, so the semiclassical tunnelling probability is approximately

\[
\exp\left[-\frac{2}{|V|}\int_{-\Delta}^{\Delta}q(\mathcal W)\,d\mathcal W\right].
\]

At the turning voltage the exponent for symmetric bonds is \(-64\); the bond alternation of the actual turning state makes it slightly more negative. This supports treating the ideal crystal as insulating there; it says nothing about leakage or breakdown through defects. The numerical output below lists the path and these estimates.

## Computed values

```
cell edge 0.39 nm, paraelectric height 0.4 nm, k points 20
half splitting 1.5 eV, hopping 1.2 eV, decay 16.0 1/nm
electrons per cell 4, cation core charge 2 e
K2 2540.0 eV/nm2, K4 1.50e+06 eV/nm4
KC 500.0 eV/nm2, gamma 8000.0 eV/nm3
kappa at paraelectric height: 47.587 V
one e per cell area: 105.34 uC/cm2
electronic polarization quantum: 421.3 uC/cm2
test chain, u 0.01 nm, V 0.04 V: p open chain 0.15983 e
  p Berry phase, 24 and 48 k: 0.15969, 0.15979 e
path: D uC/cm2 | E MV/cm | u nm | c nm | U meV | unstable directions
    0.00 |   0.000 | 0.00000 | 0.40000 |    0.000 | 1
    3.16 |  -0.840 | 0.00216 | 0.40008 |   -0.511 | 1
    6.32 |  -1.556 | 0.00428 | 0.40030 |   -1.968 | 1
    9.48 |  -2.037 | 0.00635 | 0.40065 |   -4.154 | 1
   12.64 |  -2.195 | 0.00833 | 0.40112 |   -6.735 | 0
   15.80 |  -1.967 | 0.01023 | 0.40169 |   -9.282 | 0
   18.96 |  -1.313 | 0.01203 | 0.40233 |  -11.304 | 0
   22.12 |  -0.208 | 0.01373 | 0.40302 |  -12.268 | 0
   25.28 |   1.356 | 0.01534 | 0.40375 |  -11.620 | 0
   26.33 |   1.979 | 0.01585 | 0.40400 |  -10.948 | 0
spontaneous: d 0.21456 e, P 22.60 uC/cm2
  u 0.01398 nm, c 0.40313 nm
  direct diagonalization: u 0.01398 nm
well depth, fixed-D path: 12.2872 meV per cell
well depth, direct diagonalization: 12.2872 meV
well depth, minus integral of V: 12.2872 meV
turning point: D 12.45 uC/cm2, V -88.07 mV
  field -2.196 MV/cm, u 0.00822 nm
frozen-ion permittivity: 5.366
undamped field update, error factor: -4.366
damped field update, factor m: 0.186, updates: 2
fixed V at 0.97 of turning: u 0.00933 nm
fixed V at 1.03 of turning: u -0.01605 nm
three states at V -35.23 mV:
  D  -24.40 uC/cm2, u -0.01490 nm, F  -20.155 meV, unstable 0
  D    3.32 uC/cm2, u  0.00226 nm, F    0.547 meV, unstable 1
  D   20.37 uC/cm2, u  0.01280 nm, F   -5.085 meV, unstable 0
largest |V|*N_k on path: 1.76 eV, gap 3.00 eV
P spontaneous with 160 k points: 22.62 uC/cm2
turning field with 14 k points: -2.198 MV/cm
tunnelling exponent at turning voltage: 64.0
kT at 300 K: 25.85 meV, depth/kT 0.475
turning field over rough breakdown field of 1.0 MV/cm: 2.20
break-even wall energy, 5 nm domains: 160.5 mJ/m2
```
